# Core excitation energies: self-interaction, small overlap and short-range Fock exchange

## Result

Let an electron be excited from a 1s core orbital $i$ to an outer orbital $a$, and let the excitation energy be computed by adiabatic time-dependent density-functional theory with local exchange. Suppose that the other electrons do not relax when the core electron leaves and that $a$ has little weight in the core. At large nuclear charge $Z$ the energy then comes out too low. For a core pair in a fixed outer field, the part of the error that grows with $Z$ is

$$\delta_{\rm core}\simeq -D,\qquad D=J+\langle i|v_x|i\rangle ,\qquad J=(ii|ii). \tag{1}$$

For a hydrogenic core pair $D=0.268\,Z$ hartree, or 7.28 eV per unit of nuclear charge. Further occupied shells add their exchange integrals with the core to $D$ and change this coefficient somewhat. If a fraction $\alpha$ of the short-range exchange, defined by the interaction $\mathrm{erfc}(\mu r)/r$, is replaced by Fock exchange, then for $\mu\ll Z$

$$\delta_{\rm core}\simeq-\left[(1-\alpha)D+\alpha\,\frac{\mu}{\sqrt\pi}\right]. \tag{2}$$

At $\alpha=1$ the growth of this term with $Z$ is gone and a constant remains. Relaxation of other shells adds a separate term, treated near the end. The small overlap of $i$ and $a$ does not produce the error, which sits in the core eigenvalue. It makes the response terms too weak to repair it.

Hartree atomic units are used. Orbitals are real, relativity is left out, and the excited states are singlets. The functionals contain exchange and no correlation. The symbol $(pq|rs)$ is the Coulomb integral between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$, and $v_x$ is the exchange potential felt by one spin.

## The response terms

Take one doubly occupied orbital $i$ and one empty orbital $a$, with $\Delta=\varepsilon_a-\varepsilon_i$. After a weak disturbance each spin has the orbital

$$\psi(t)=e^{-i\varepsilon_it}\,[\phi_i+c(t)\phi_a],\qquad i\dot c=\Delta\,c+\langle a|\delta F|i\rangle ,$$

where $\delta F$ is the first-order change of the mean-field Hamiltonian. The one-spin density matrix changes by

$$\delta\gamma(\mathbf r,\mathbf r')=c\,\phi_a(\mathbf r)\phi_i(\mathbf r')+c^*\phi_i(\mathbf r)\phi_a(\mathbf r').$$

Its diagonal is $(c+c^*)\phi_i\phi_a$. The Hartree potential responds to both spins, and local exchange, with kernel $f_x=dv_x/d\rho_\sigma$, responds to its own spin density $\rho_\sigma$. Together they contribute $C(c+c^*)$, where

$$C=2(ia|ia)+(ia|f_x|ia).$$

Fock exchange acts through the whole density matrix. With fraction $\alpha$ and interaction $w$ its change has the kernel $-\alpha\,\delta\gamma(\mathbf r,\mathbf r')w(\mathbf r,\mathbf r')$. Between $a$ and $i$ this gives $-\alpha[c\,(ii|aa)_w+c^*(ia|ia)_w]$. Hence

$$i\dot c=Ac+Bc^*,\qquad A=\Delta+C-\alpha(ii|aa)_w,\qquad B=C-\alpha(ia|ia)_w .$$

In a hybrid, $f_x$ in $C$ belongs to the local exchange that is still present. Write $c=u+iv$ and separate real and imaginary parts:

$$-\dot v=(A+B)u,\qquad \dot u=(A-B)v .$$

Differentiating the second equation and inserting the first gives $\ddot u=-(A-B)(A+B)u$, so $\Omega^2=(A-B)(A+B)$. With local exchange alone, $A-B=\Delta$ and $A+B=\Delta+2C$. Then

$$\Omega=\sqrt{\Delta^2+2\Delta C}\simeq\Delta+C\qquad(|C|\ll\Delta). \tag{3}$$

Each term of $C$ contains the product $\phi_i\phi_a$ twice. When this product is small, $\Omega$ is close to the eigenvalue difference, and any error in $\varepsilon_i$ passes into $\Omega$ unchanged. The term $(ii|aa)_w$ is of another kind: it is the interaction of two whole charge clouds and survives when the orbitals do not overlap.

The local kernel needs some care, because $f_x$ is large where the density is low. Local exchange has $v_x=-(6\rho_\sigma/\pi)^{1/3}$, so $f_x=v_x/(3\rho_\sigma)$. If the core pair is the whole density, $\rho_\sigma=\phi_i^2$ and

$$(ia|f_x|ia)=\int\phi_i^2\phi_a^2\,\frac{v_x}{3\phi_i^2}\,d^3r=\tfrac13\langle a|v_x|a\rangle .$$

The weight on $\phi_a^2$ falls off as $\phi_i^{2/3}$, more slowly than $\phi_i^2$, and so reaches beyond the core. For a hydrogenic core and an orbital $\phi_a$ that grows as $r$, the integrand varies as $r^4e^{-2Zr/3}$ and peaks at $r=6/Z$, where little core charge is left. This region still shrinks as $1/Z$.

The size of $C$ can be estimated for an outer p orbital that behaves as $r$ times an angular factor near the nucleus, with an amplitude independent of $Z$. The core has radius of order $1/Z$ and $\phi_i\sim Z^{3/2}$ there. The dipole of $\phi_i\phi_a$ is of order $Z^{3/2}\cdot Z^{-1}\cdot Z^{-1}\cdot Z^{-3}=Z^{-7/2}$, the last factor being the volume. Two such dipoles of size $1/Z$ interact with energy $(Z^{-7/2})^2Z^3=Z^{-4}$. The exchange term gives $Z\cdot Z^{-2}\cdot Z^{-3}=Z^{-4}$ as well. A response term that falls in this way cannot offset an error that rises as $Z$.

## Separating the error

Let $I$ be the true core ionization energy and $\lambda$ the true energy of the outer electron in the presence of the core hole, measured from the ionized system. By definition $\Omega_{\rm true}=I+\lambda$. Adding and subtracting the eigenvalues gives an identity:

$$\Omega-\Omega_{\rm true}=\underbrace{(-\varepsilon_i-I)}_{\text{core}}+\underbrace{(\varepsilon_a-\lambda)}_{\text{valence}}+\underbrace{(\Omega-\Delta)}_{\text{response}} . \tag{4}$$

## The core part

Consider two electrons in $i$, with one-electron energy $h$. The ground-state energy in the Hartree-Fock approximation is $2h+J$. Removing one electron with the orbital frozen leaves $h$, so $I_{\rm frozen}=-h-J$. The eigenvalues are

$$\varepsilon_i^{\rm Fock}=h+2J-J=-I_{\rm frozen},\qquad
\varepsilon_i^{\rm local}=h+2J+\langle i|v_x|i\rangle=-I_{\rm frozen}+D .$$

Therefore $-\varepsilon_i^{\rm local}-I_{\rm frozen}=-D$, which is equation (1). With further closed shells $j$, comparison of the two eigenvalues in the same orbitals adds $\sum_{j\ne i}(ij|ji)$ to $D$. The potential $v_x$ then belongs to the whole spin density. These exchange integrals are smaller than $J$, but for inner shells that shrink with the nucleus they also grow as $Z$ and must be kept. With unscreened hydrogenic orbitals the sum is $0.022Z$ for $1s^22s^2$ and $0.073Z$ for $1s^22s^22p^6$, and the full $D$ becomes $0.278Z$ and $0.297Z$.

**Why the cancellation is poor.** An eigenvalue is the derivative of the energy with respect to occupation. Let one spin orbital have occupation $f$. Its self-repulsion energy is $f^2J/2$, and its local exchange energy is $f^{4/3}E_x$, because local exchange integrates $\rho_\sigma^{4/3}$. The derivative at $f=1$ is

$$J+\tfrac43E_x=D .$$

Write $E_x=-\eta J/2$, so that $\eta=1$ would mean perfect cancellation of the energies. Then

$$D=J\left(1-\tfrac23\eta\right)=\tfrac13J+\tfrac23(1-\eta)J .$$

The first term remains even at $\eta=1$, because the two energies have different powers of $f$. Fock exchange contributes $-f^2J/2$, with the same power as the self-repulsion, so both the energy and its derivative cancel.

**Why it grows as Z.** For a hydrogenic core $\phi_i^2=(Z^3/\pi)e^{-2Zr}$. This charge produces the potential $1/r-e^{-2Zr}(Z+1/r)$, and

$$J=4Z^3\!\int_0^\infty\! r^2e^{-2Zr}\left[\frac1r-e^{-2Zr}\Big(Z+\frac1r\Big)\right]dr
=Z-\frac Z8-\frac Z4=\frac58Z .$$

The exchange potential is $-(6/\pi^2)^{1/3}Z\,e^{-2Zr/3}$, so

$$\langle i|v_x|i\rangle=-\Big(\frac6{\pi^2}\Big)^{1/3}Z\cdot4Z^3\!\int_0^\infty\! r^2e^{-8Zr/3}dr
=-\frac{27}{64}\Big(\frac6{\pi^2}\Big)^{1/3}Z=-0.357\,Z .$$

Hence $D=(0.625-0.357)Z=0.268\,Z$. Here $E_x=\tfrac34(-0.357Z)=-0.268Z$, to be compared with $-J/2=-0.3125Z$, so $\eta=0.86$. The mismatch of powers supplies $J/3=0.208Z$ of $D$, and the imperfect energy supplies the other $0.059Z$. The first is the larger by a factor of 3.5.

The excitation energy itself grows roughly as $Z^2$. The absolute error therefore rises with $Z$ while the relative error falls.

## The short-range and long-range shares

Split the interaction as

$$\frac1r=\frac{\mathrm{erfc}(\mu r)}r+\frac{\mathrm{erf}(\mu r)}r .$$

At small $r$ the second term tends to $2\mu/\sqrt\pi$. Two electrons in a core of radius $1/Z\ll1/\mu$ stay within this region, so the long-range part of $J$ is $J^{\rm LR}\simeq2\mu/\sqrt\pi$. It does not grow with $Z$. The growing part of $J$ is short-ranged.

The local functional for long-range exchange can be found in the same limit. Each electron of the uniform gas is surrounded by an exchange hole that lacks one electron of its own spin and has a radius of order $1/k_F$, with $k_F$ the Fermi wave number. In the core $k_F\sim Z\gg\mu$, so the long-range interaction is constant across the hole. The exchange energy per electron is then

$$\tfrac12(-1)\frac{2\mu}{\sqrt\pi}=-\frac{\mu}{\sqrt\pi}.$$

The total is this constant times the number of electrons, so the potential is also $-\mu/\sqrt\pi$. The long-range share of $D$ becomes

$$D^{\rm LR}=\frac{2\mu}{\sqrt\pi}-\frac\mu{\sqrt\pi}=\frac\mu{\sqrt\pi}. \tag{5}$$

The energies would cancel here, but one is quadratic and the other linear in $f$, and half of the self-repulsion remains in the eigenvalue.

Replacing a fraction $\alpha$ of short-range local exchange by Fock exchange multiplies $D^{\rm SR}=D-D^{\rm LR}$ by $1-\alpha$. What remains is

$$(1-\alpha)(D-D^{\rm LR})+D^{\rm LR}=(1-\alpha)D+\alpha D^{\rm LR},$$

which with (5) is equation (2). The argument fails when $\mu$ is comparable with $Z$. The short-range interaction is then cut off inside the core, and part of the growing self-repulsion is left to local exchange.

## A model with a shrinking core and an outer level

To vary the core while the outer region changes little, put two electrons in the potential

$$v(r)=-\frac{q+(Z-q)e^{-Zr/3}}r,\qquad q=3 .$$

This is a nucleus of charge $Z$ inside a frozen screening cloud. Far away the net charge is $q$. The cloud has no electrons that can relax, so the example isolates the core pair. The screened exchange uses $\mu=0.5$ bohr$^{-1}$.

The mean-field and response equations were solved in a Gaussian basis of 13 s functions and 15 sets of p functions, with all p orbitals of the basis in the response. The reference is configuration interaction over all s and p configurations in this basis. It leaves out d and higher functions, and so a part of the correlation energy. At $Z=40$ a second-order estimate of the d, f and g contributions is about 0.005 hartree. Including them would raise $\Omega_{\rm ref}$ and lower the core and total errors below by that amount, so the third decimal of these errors holds for this reference only.

With local exchange the terms of (4), in hartree, are:

| $Z$ | $\Omega_{\rm ref}$ | core | valence | total error |
|---|---|---|---|---|
| 10 | 25.05 | −2.373 | 0.558 | −1.815 |
| 20 | 98.27 | −4.841 | 0.443 | −4.398 |
| 40 | 386.59 | −9.781 | 0.386 | −9.395 |

The response part is $-1.7\times10^{-4}$ hartree at $Z=10$ and $-1.2\times10^{-6}$ at $Z=40$, too small to show in the table. The radial overlap $\int r^2|R_iR_a|\,dr$ of the normalized radial functions of $i$ and $a$ falls from 0.041 to 0.0011 over the same range. The integral $(ia|ia)$ falls by a factor of 18 at each doubling of $Z$, near the factor of 16 expected from $Z^{-4}$.

At $Z=40$ the computed orbital gives $J=23.01$ and $\langle i|v_x|i\rangle=-13.19$, so $D=9.82$ hartree. The core error is $-9.78$. The difference of 0.04 contains relaxation, correlation and the change of the core orbital between the methods. Per unit charge $D$ is 0.246, below the hydrogenic 0.268, because the orbital is more diffuse than the hydrogenic one: $J/Z=23.01/40=0.575$ against 0.625. The cloud reaches into the core of this model, and the second core electron also screens the nucleus.

From $Z=20$ to 40 the total error changes by $-0.2499$ hartree per unit of $Z$, and $-D$ by $-0.2470$. The slow fall of the valence part accounts for the difference: $(0.386-0.443)/20=-0.003$. Relative to the excitation energy the error shrinks from 7.2% at $Z=10$ to 2.4% at $Z=40$, where it is $-255.6$ eV.

## The valence part

The valence part is positive and has its own cause. For a very compact core and cloud, an outer 2p electron in the ground-state mean field of two core electrons sees the charge $q-2=1$. Its energy is $-1^2/8=-0.125$. Once a core electron has left, it sees $q-1=2$ and has $-2^2/8=-0.5$. The eigenvalue $\varepsilon_a$ lacks the attraction of the hole, so the valence part tends to $0.375$ hartree. The computed 0.386 at $Z=40$ is close to this limit. At smaller $Z$ the cloud is wider, and the outer electron reaches the incompletely screened nucleus.

Fock exchange supplies the missing attraction through $-(ii|aa)$ in $A$. For a compact core and the 2p orbital of unit charge, $(ii|aa)\simeq\langle1/r\rangle=1/4$. This lowers the level from $-0.125$ to $-0.375$. The remaining step to $-0.5$ comes from contraction of the outer orbital, which the response equations describe by mixing several p orbitals.

## Weighing the contributions

At $Z=40$ each kind of Fock exchange, used at full strength in its range, gives the following errors in hartree:

| Fock exchange | core | valence | response | total |
|---|---|---|---|---|
| none | −9.781 | 0.386 | 0.000 | −9.395 |
| short range | −0.262 | 0.386 | −0.033 | 0.091 |
| long range | −9.496 | 0.386 | −0.292 | −9.402 |
| both | 0.022 | 0.386 | −0.386 | 0.022 |

Short-range Fock exchange removes 9.52 of the 9.78 hartree in the core part. The long-range self-interaction left in the eigenvalue is 0.285, close to $\mu/\sqrt\pi=0.282$. Adding the 0.022 that full Fock exchange also shows gives $-0.285+0.022=-0.263$, in agreement with the core entry to within 0.001.

The total of 0.091 hartree, or 2.47 eV, is partly a cancellation: $-0.262+0.386-0.033=0.091$. Short-range exchange has cured the growing error, but its small total error is not evidence that each term is right. The corresponding total at $Z=10$ is 0.140, so what remains does not grow.

Long-range Fock exchange does the opposite. It supplies most of the hole attraction and leaves the large core error. Its total almost equals that of local exchange because it lowers the core eigenvalue by 0.285 and the response part by 0.292. These two changes have opposite effects on $\Omega$. They depend on different quantities, the first on $\mu$ alone and the second also on the outer orbital, so their near equality is a property of this case.

With half of the short-range Fock exchange the error is $-4.651$ hartree. The mean of the limits $\alpha=0$ and $\alpha=1$ is $(-9.395+0.091)/2=-4.652$, as the linear dependence in (2) requires.

## Relaxation and the best fraction

When other shells are present, they contract after the core electron has gone, and so does the remaining core electron. This lowers the energy of the ion and brings $I$ below $I_{\rm frozen}$ by a relaxation energy $R$. Full Fock exchange at all ranges then places the core level too deep. With a fraction $\alpha$ of Fock exchange at all ranges there is no long-range remainder, and the core error is $-(1-\alpha)D+R$, which vanishes at

$$\alpha_{\rm best}=1-\frac RD .$$

A fraction below one thus lets a remnant of self-interaction stand in for relaxation. If $R$ grows more slowly than $D$, the best fraction rises towards one with $Z$. When only short-range exchange is replaced, the remainder in (2) must be kept, and the condition becomes $\alpha_{\rm best}=(D-R)/(D-\mu/\sqrt\pi)$. This is below one only if $R$ exceeds $\mu/\sqrt\pi$.

The ion B$^+$, with configuration $1s^22s^2$, gives a real case. In an uncontracted Gaussian basis of s and p functions, $-\varepsilon_{1s}$ is 6.968 hartree with local exchange and 8.186 with Fock exchange. The difference of two separate Hartree-Fock energies, the second with a relaxed core hole, is $I=7.994$. This reference omits correlation and relativity. Thus

$$D_{\rm eff}=8.186-6.968=1.218,\qquad R=8.186-7.994=0.192,$$

$$\alpha_{\rm best}=1-\frac{0.192}{1.218}=0.842 .$$

Here $D_{\rm eff}$ includes exchange with the 2s shell and the change of the orbitals between the two calculations, and Fock exchange was mixed at all ranges. A new self-consistent calculation with this fraction gives $-\varepsilon_{1s}=7.992$ hartree, 0.002 below the reference. Since the fraction was fitted to this reference, the agreement shows only that the eigenvalue is nearly linear in the fraction. The fraction belongs to this ion and this reference. It cannot be carried over to short-range Fock exchange with $\mu=0.5$: there the remainder $\mu/\sqrt\pi=0.282$ is larger than $R=0.192$, and even $\alpha=1$ leaves the core level too high.

The overlap is also modest in B$^+$. For 1s and 2p, $(ia|ia)=0.023$ hartree, against $J=2.84$. The Hartree response $2(ia|ia)=0.045$ has the sign needed to raise the excitation energy. The local exchange kernel cancels about half of it and leaves $C=0.024$, about 2% of the local core error $6.968-7.994=-1.026$. Along the series of four-electron ions the 2p orbital contracts with $Z$, so the $Z^{-4}$ estimate does not apply and $C$ grows, to 0.31 hartree at $Z=20$, which is still only about 6% of the core error there. The valence part is not small in these ions. Measured against relaxed Hartree-Fock energies, it is about $+0.40$ hartree in B$^+$ and $+2.5$ at $Z=20$, against core errors of $-1.03$ and $-5.2$. It cancels 40 to 50% of the core error and grows with $Z$, because the outer field is not fixed along the series.

## Scope

The linear growth does not depend on the details of local exchange. If a core density keeps its shape and shrinks as $1/Z$, the Coulomb self-repulsion scales as $Z$. So does the exchange energy of any semilocal functional that obeys the uniform scaling law of exact exchange. The coefficient, and with it the size of the error, depends on the functional; the value 0.268 belongs to local exchange and a hydrogenic core.

The error can be read as a core-level shift only when two conditions hold. The outer orbital must have little weight in the core, so that $C$ is small, and the valence part of (4) must be small beside $D$. The second condition is met when the outer field stays fixed while $Z$ is large. It is not met in light atoms or along an isoelectronic series. For a hydrogenic two-electron ion the $1s\to2p$ error has a core part $-0.268Z$, a valence part $+0.160Z$ and $C=0.012Z$, so the total is only $-0.096Z$. The constant $\mu/\sqrt\pi$ in equation (2) requires in addition that $1/\mu$ be much larger than the core radius. For heavy atoms relativistic shifts of the core level must be added before any comparison with measurement. Fock exchange in the sense used here corrects self-interaction and does not supply those shifts.
